Band Velocity with an Ultrasoft Projector in One Dimension

**1. Definitions and conventions**

A one-dimensional crystal has period a, with one atom at each lattice point R = na, n an integer. Atomic units (ħ = m = e = 1) are used in the algebra, and eV and Å in the numerical example. The pseudo-wavefunction ψ of an electron with energy ε obeys the generalized eigenvalue equation

H|ψ⟩ = ε S|ψ⟩,   (1)

with

H = p²/2 + V(x) + D Σ_R |β_R⟩⟨β_R|,
S = 1 + q Σ_R |β_R⟩⟨β_R|.   (2)

Here p = −i d/dx, V is a real local potential of period a, and β_R(x) = β(x − R) is a projector localized near the atom at R. The numbers D and q are real. An ultrasoft pseudo-wavefunction need not carry the full norm of the electron near the atom. The term in q restores the missing part, so S takes the place of the unit operator in the norm. S must be positive definite, which is assured for q ≥ 0 because

⟨φ|S|φ⟩ = ⟨φ|φ⟩ + q Σ_R |⟨β_R|φ⟩|² > 0.

A Bloch state is written ψ(x) = e^{ikx}u(x), where u has period a. Inner products of periodic functions are integrals over one cell. A prime on ε, u, β_k, H_k or S_k means d/dk. The quantity sought is ε′ = dε/dk.

**2. Both operators depend on k**

Substitute ψ = e^{ikx}u in (1) and multiply from the left by e^{−ikx}. This gives

H_k u = ε S_k u,  H_k = e^{−ikx}He^{ikx},  S_k = e^{−ikx}Se^{ikx}.   (3)

Since p(e^{ikx}u) = e^{ikx}(p + k)u, the kinetic energy becomes (p + k)²/2. The local potential commutes with e^{ikx} and is unchanged. The projector sum needs more care. The overlap of ψ with the projector at R is, with x = y + R and u(y + R) = u(y),

∫β*(x − R)e^{ikx}u(x)dx = e^{ikR}B,
B = ∫β*(y)e^{iky}u(y)dy,   (4)

where the integrals run over the whole line. The projector sum acting on ψ, multiplied by e^{−ikx}, is therefore

e^{−ikx} Σ_R β(x − R)e^{ikR}B = β_k(x)B,
β_k(x) = Σ_R e^{−ik(x−R)}β(x − R).   (5)

The function β_k is periodic. Moreover B = ⟨β_k|u⟩: in the integral of β_k*u over one cell, the terms of the sum over R supply the pieces of the whole-line integral in (4). Hence

H_k = (p + k)²/2 + V + D|β_k⟩⟨β_k|,
S_k = 1 + q|β_k⟩⟨β_k|.   (6)

The overlap operator depends on k because the projector has a finite extent, over which the phase e^{ikx} varies.

**3. The derivative of the energy**

Four conditions are assumed. The level ε is nondegenerate at the k considered. H_k is Hermitian, and S_k is Hermitian and positive definite. V, D and q do not vary with k; in a self-consistent calculation q is fixed by the pseudopotential, V and D are set by the density of the whole crystal, and k here labels one state in that fixed potential. Finally, H_k and S_k are represented in a finite basis of periodic functions that is the same for all k near the point considered.

These conditions make ε and u differentiable. The energies are the roots of det(H_k − εS_k) = 0. This determinant equals det S_k times the product of (ε_j − ε) over all levels j, so a nondegenerate level is a simple root, and a simple root of an equation with smooth coefficients varies smoothly. The matrix H_k − εS_k then has a single null vector, up to a factor. Any nonzero column of its adjugate matrix is such a vector, and it is built from smooth matrix elements. A smooth u can therefore be chosen near the given k.

Differentiate (H_k − εS_k)u = 0 by the product rule:

(H_k′ − εS_k′ − ε′S_k)u + (H_k − εS_k)u′ = 0.   (7)

Take the inner product with u. The last term gives ⟨u|(H_k − εS_k)|u′⟩. The energy is real, because ⟨u|H_k|u⟩ = ε⟨u|S_k|u⟩ and both expectation values are real. The operator H_k − εS_k is then Hermitian and may act to the left, where it gives zero by (3). The unknown u′ has dropped out, and what remains is

ε′⟨u|S_k|u⟩ = ⟨u|(H_k′ − εS_k′)|u⟩.   (8)

With the normalization ⟨u|S_k|u⟩ = 1 this becomes

dε/dk = ⟨u|(dH_k/dk − ε dS_k/dk)|u⟩.   (9)

If u is normalized in another way, the right side must be divided by ⟨u|S_k|u⟩, as (8) shows.

The name velocity is justified by a wave packet. The time-dependent equation iS∂ψ/∂t = Hψ has the solutions u_k(x)e^{i(kx−εt)}. Superpose them with an amplitude g(k) concentrated near k₀. To leading order in the width of g, replace u_k by its value at k₀ and ε by ε₀ + ε′(k − k₀). The packet is then

ψ(x,t) ≈ u_{k₀}(x)e^{i(k₀x−ε₀t)}A(x − ε′t),
A(s) = ∫g(k)e^{i(k−k₀)s}dk.   (10)

The envelope A moves with velocity ε′. In ordinary units the velocity is ε′/ħ.

At a degeneracy, (9) with an arbitrary member of the degenerate set is in general not a slope. Let u_n be degenerate states with ⟨u_m|S_k|u_n⟩ = δ_mn, and suppose that a differentiable branch passes through u = Σ_n a_n u_n. Projecting (7) on u_m removes the u′ term as before and leaves

Σ_n ⟨u_m|(H_k′ − εS_k′)|u_n⟩a_n = ε′a_m.

The slopes of the branches are the eigenvalues of this small matrix.

**4. The momentum and projector parts**

Since k is a number, it commutes with p, and the derivative of (p + k)²/2 is p + k. From (6),

H_k′ = p + k + D(|β_k′⟩⟨β_k| + |β_k⟩⟨β_k′|),
S_k′ = q(|β_k′⟩⟨β_k| + |β_k⟩⟨β_k′|).   (11)

Define Ḃ = ⟨β_k′|u⟩. This is not dB/dk, because u is held fixed while the projector is differentiated. The bracket in (11) has the expectation value

⟨u|β_k′⟩⟨β_k|u⟩ + ⟨u|β_k⟩⟨β_k′|u⟩ = Ḃ*B + B*Ḃ = 2Re(B*Ḃ).

Inserting this in (9) gives

ε′ = ⟨u|(p + k)|u⟩ + 2(D − εq)Re(B*Ḃ).   (12)

The first term, the momentum part, is the cell integral of ψ*pψ. It equals the mean momentum of the pseudo-wavefunction multiplied by ⟨u|u⟩ = 1 − q|B|², which is one when q = 0. For D = q = 0 it is the whole velocity. For q = 0 and D ≠ 0, the case of a nonlocal pseudopotential with the ordinary norm, the correction 2D Re(B*Ḃ) remains. For q ≠ 0 the correction vanishes for a state whose energy happens to equal D/q.

The correction can also be written with the position operator. Differentiating β_k* in (5) brings down i(x − R), the distance from the projector's own atom. The steps that led to (4) then give

Ḃ = iX,  X = ∫β*(y) y ψ(y)dy,   (13)

for the atom at the origin. Because Re(iz) = −Im z, (12) becomes

ε′ = ⟨u|(p + k)|u⟩ − 2(D − εq)Im(B*X).   (14)

The integral X is finite because β is localized, although ψ extends over the whole crystal. Measuring position from another point x₀ replaces X by X − x₀B. This changes B*X by −x₀|B|², which is real, so (14) is unaffected.

**5. The overlap term and the zero of energy**

Let the potential be raised everywhere by a constant C. In the ultrasoft method D contains the integral of the local potential times a charge-augmentation function, and the integral of that function alone is q. The constant therefore changes V to V + C and D to D + Cq. By (2), H becomes H + CS, so u is unchanged and ε becomes ε + C. The combination in (12) is unchanged:

(D + Cq) − (ε + C)q = D − εq.   (15)

The two pieces 2D Re(B*Ḃ) and −2εq Re(B*Ḃ) change separately, by amounts ±2Cq Re(B*Ḃ). If dS_k/dk were left out, the computed velocity would depend on the arbitrary zero of energy whenever q Re(B*Ḃ) ≠ 0. The division of the correction into an H part and an S part thus has no physical meaning of its own. Their sum does not depend on the zero of energy.

**6. Plane waves**

Expand u in normalized plane waves, with G = 2πn/a and κ = k + G:

u(x) = a^{−1/2} Σ_G c_G e^{iGx}.   (16)

The plane-wave component of β_k follows from (5). Since e^{−iGR} = 1, the terms of the sum over R again join into one integral over the line:

b_G = a^{−1/2}∫β(y)e^{−iκy}dy.   (17)

In this basis the matrices are

H_GK = (κ²/2)δ_GK + V_{G−K} + D b_G b_K*,
S_GK = δ_GK + q b_G b_K*,   (18)

where K is a second reciprocal-lattice vector and V_G is the Fourier coefficient of V. The quantities needed in (12) are

⟨u|(p + k)|u⟩ = Σ_G κ|c_G|²,
B = Σ_G b_G*c_G,  Ḃ = Σ_G (db_G/dk)*c_G.   (19)

The normalization reads Σ_G|c_G|² + q|B|² = 1, so the squared coefficients alone add up to one only for a state with q|B|² = 0.

Take as projector the normalized Gaussian β(x) = (πw²)^{−1/4}exp(−x²/2w²). Let g(x) = exp(−x²/2w²) and I(κ) = ∫g(x)e^{−iκx}dx. Because −x g = w² dg/dx, an integration by parts gives

dI/dκ = iw²∫(dg/dx)e^{−iκx}dx = −iw²(−iκ)I = −κw²I.

With I(0) = (2π)^{1/2}w the solution is I = (2π)^{1/2}w exp(−κ²w²/2). Multiplying by (πw²)^{−1/4}a^{−1/2} yields

b_G = √2 π^{1/4}(w/a)^{1/2}exp(−κ²w²/2),
db_G/dk = −κw²b_G.   (20)

The derivation of (9) applies to the finite matrices (18) as it stands, provided the set of G is kept fixed. The formula is then the exact slope of the truncated problem, whether or not the basis is large enough to describe the crystal well. If the set is instead selected by a cutoff on |k + G|, plane waves enter or leave at certain k and the computed energy can jump there. Between such points (9) gives the slope.

**7. A worked example**

The model has round parameters and represents no particular material: a = 4 Å, w = 0.6 Å, D = −2 eV, q = 0.6, and V(x) = −2V₁cos(2πx/a) with V₁ = 1 eV. The cosine couples neighbouring plane waves with matrix element −V₁. Lengths in Å and energies in eV require the factor ħ²/m = 7.61996 eV Å² in front of Σκ|c_G|². The projector part needs no such factor, since b_G is dimensionless and db_G/dk is a length.

For the second band at k = 0.5 Å⁻¹, diagonalization with 25 plane waves gives ε = 4.21625 eV. The coefficients can be chosen real, and the four largest are listed here.

n | κ (Å⁻¹) | c | b | db/dk (Å)
−2 | −2.64159 | 0.04759 | 0.20766 | 0.19748
−1 | −1.07080 | 0.87258 | 0.59322 | 0.22868
0 | 0.50000 | −0.45988 | 0.69712 | −0.12548
1 | 2.07080 | −0.01230 | 0.33700 | −0.25123

The products of columns, in the order of the rows, give

B ≈ 0.0099 + 0.5176 − 0.3206 − 0.0041 = 0.2028,
Ḃ ≈ 0.0094 + 0.1995 + 0.0577 + 0.0031 = 0.2697 Å.

All 25 waves give B = 0.20288 and Ḃ = 0.26969 Å. The two main coefficients have opposite signs, so their contributions to B partly cancel. Their κ also have opposite signs, so by (20) their contributions to Ḃ add. The normalization is shared as Σc² = 0.97530 and qB² = 0.02470.

The momentum sum from the same four rows is

Σκc² ≈ −0.0060 − 0.8153 + 0.1057 + 0.0003 = −0.7153 Å⁻¹,

and multiplication by ħ²/m gives −5.45 eV Å. For the projector part,

D − εq = −2 − 4.21625 × 0.6 = −4.52975 eV,
2(D − εq)BḂ = 2 × (−4.52975) × 0.20288 × 0.26969 = −0.496 eV Å.

Equation (12) then gives

dε/dk = −5.450 − 0.496 = −5.946 eV Å,

or a velocity of −903 km/s. A numerical derivative of the eigenvalue, which uses no eigenvectors, also gives −5.946 eV Å. The velocity is negative at positive k because the largest component of the state has κ = −1.07 Å⁻¹. The projector part makes up 8.3% of the velocity.

Without dS_k/dk the result would be −5.669 eV Å, which differs from the correct slope by 4.7% of its magnitude. Raising the potential everywhere by C = 5 eV, as in section 5, changes D to 1 eV and ε to 9.21625 eV. The D part goes from −0.219 to +0.109 eV Å and the overlap part from −0.277 to −0.605 eV Å, while the total stays at −5.946 eV Å. The incomplete formula now gives −5.341 eV Å, an error of 10.2% of the magnitude of the correct slope. The state is the same in both cases.

The lowest two bands at three values of k show how the parts vary. Slopes are in eV Å.

band | k (Å⁻¹) | momentum | projector | dε/dk
1 | 0.2 | 0.848 | 0.048 | 0.896
1 | 0.5 | 1.550 | 0.098 | 1.648
1 | 0.7 | 0.749 | 0.050 | 0.799
2 | 0.2 | −8.595 | −0.775 | −9.370
2 | 0.5 | −5.450 | −0.496 | −5.946
2 | 0.7 | −1.919 | −0.172 | −2.092

Symmetry forces the total slope to zero at the zone boundary and at the zone centre, although it does not fix the variation in between. V and β are even, so reflecting x turns a state at k into one at −k with the same energy, and ε(−k) = ε(k). In the complete plane-wave basis, k and k + 2π/a also label the same states. Together these give

ε(π/a + δ) = ε(−π/a − δ) = ε(π/a − δ).

A nondegenerate band is thus even about both k = 0 and k = π/a, and its slope vanishes at both points. The numerical check confirms this for the two bands with the 25-wave basis.

Integrating the velocity over k must return the change in energy. From k = 0 to π/a = 0.785 Å⁻¹ the integral of (12) is 0.813 eV for the first band and −4.908 eV for the second, equal to the differences of the eigenvalues at the end points to the digits shown.

With three plane waves, n = −1, 0, 1, the second band at k = 0.5 Å⁻¹ has ε = 4.267 eV. The formula and the numerical derivative both give −5.975 eV Å. This differs by about 0.5% from the 25-wave value, which is the error of the small basis and not of the velocity formula. Agreement between formula and slope therefore confirms the derivative, but it does not show that the basis has converged.

Values computed for the example and the checks

```
hbar^2/m = 7.61996 eV angstrom^2
a = 4.0 angstrom, w = 0.6 angstrom, V1 = 1.0 eV, D = -2.0 eV, q = 0.6
plane waves: 25; zone boundary pi/a = 0.78540 1/angstrom
Worked state: band 2, k = 0.5 1/angstrom
n, kappa (1/angstrom), c, b, db/dk (angstrom):
 -3  -4.21239   0.00118  0.02990   0.04535
 -2  -2.64159   0.04759  0.20766   0.19748
 -1  -1.07080   0.87258  0.59322   0.22868
  0   0.50000  -0.45988  0.69712  -0.12548
  1   2.07080  -0.01230  0.33700  -0.25123
  2   3.64159   0.00107  0.06702  -0.08786
  3   5.21239   0.00006  0.00548  -0.01029
eps = 4.21625 eV
B = 0.20288, Bdot = 0.26969 angstrom
sum of c^2 = 0.97530, q B^2 = 0.02470
D - eps q = -4.52975 eV
momentum part        = -5.44998 eV angstrom
D part of dH/dk      = -0.21887 eV angstrom
-eps dS/dk part      = -0.27684 eV angstrom
velocity, formula    = -5.94569 eV angstrom
slope of eigenvalue  = -5.94569 eV angstrom
real-space velocity  = -5.94569 eV angstrom
same, origin moved 1.7 angstrom = -5.94569 eV angstrom
velocity / hbar      = -903.3 km/s
without dS/dk        = -5.66885 eV angstrom
largest real-space residual = 5.9e-09 eV angstrom^-1/2
Energy zero shifted by 5.0 eV: eps = 9.21625 eV, D = 1.00 eV
 momentum, D, -eps dS parts = -5.44998, 0.10943, -0.60514 eV angstrom
 sum = -5.94569, without dS/dk = -5.34055 eV angstrom
band, k (1/angstrom), eps (eV), momentum part, projector part,
  velocity, slope of eigenvalue (eV angstrom):
 1 0.2  -1.03906   0.84763   0.04823   0.89586   0.89586
 1 0.5  -0.62445   1.55049   0.09769   1.64818   1.64818
 1 0.7  -0.35255   0.74889   0.04982   0.79871   0.79871
 2 0.2   6.56823  -8.59541  -0.77463  -9.37003  -9.37003
 2 0.5   4.21625  -5.44998  -0.49571  -5.94569  -5.94569
 2 0.7   3.38445  -1.91931  -0.17235  -2.09167  -2.09167
band 1: integral of velocity from 0 to pi/a = 0.81271 eV, energy difference = 0.81271 eV
band 2: integral of velocity from 0 to pi/a = -4.90783 eV, energy difference = -4.90783 eV
Three plane waves, band 2, k = 0.5 1/angstrom: eps = 4.26720 eV
 formula = -5.97514, slope = -5.97514 eV angstrom
```
